\section*{Direct Spin Current from Absorbed Microwave Power: Limit and First Correction}

\section{The situation}

A thin ferromagnetic film lies on a heavy metal. A microwave field at 10 GHz keeps the magnetization precessing, and the precession absorbs one microwatt. The moving magnetization sends spin into the metal. How large can the direct part of this spin current be?

The layers' properties are not needed for a limit. If the magnet is symmetric about the precession axis and the field rotates about that axis, absorbed energy comes with a fixed amount of angular momentum, and the metal can receive no more than the field supplies. The layers decide how closely the limit is approached, and this gives the first correction.

The algebra uses atomic units, $\hbar=e=m_e=1$. The precession axis is $z$, and $P$ is the power absorbed by the precession alone, without ohmic loss elsewhere. An electron carries spin $1/2$, so an angular-momentum current $J$ along $z$ corresponds to
\begin{equation}
J=\tfrac12(I_\uparrow-I_\downarrow),\qquad I_s\equiv I_\uparrow-I_\downarrow=2J .
\label{conv}
\end{equation}
Here $I_\uparrow$ and $I_\downarrow$ are magnitudes of electron flow in charge units. A spin current $I_s$ can exist with no net charge current. Counting one charge per $\hbar$ would halve every value of $I_s$ below.

\section{The leading result}

Let $\mathbf M$ be the total magnetic moment and $\mathbf B_d(t)$ the driving field, which rotates about $z$ at angular frequency $\omega$. The energy contains $-\mathbf M\cdot\mathbf B_d$. The field does work through its explicit time dependence, so
\begin{equation}
P=-\left\langle \mathbf M\cdot\frac{d\mathbf B_d}{dt}\right\rangle,
\qquad \frac{d\mathbf B_d}{dt}=\omega\,\hat{\mathbf z}\times\mathbf B_d .
\end{equation}
A cyclic permutation of the triple product, followed by one exchange of factors, gives
\begin{equation}
P=-\omega\langle\hat{\mathbf z}\cdot(\mathbf B_d\times\mathbf M)\rangle
=\omega\langle(\mathbf M\times\mathbf B_d)_z\rangle .
\end{equation}
The last average is the torque of the drive about $z$. The drive therefore supplies angular momentum at the rate $P/\omega$, whatever the cone angle.

Assume that the magnet and its static field are symmetric about $z$. Static forces then exert no torque about $z$. In a steady state the magnet's own angular momentum along $z$ does not change on average, so
\begin{equation}
\frac P\omega=J_{\rm metal}+J_{\rm lattice}.
\end{equation}
If the lattice only takes angular momentum, $J_{\rm lattice}\ge0$, and Eq.~\eqref{conv} gives
\begin{equation}
\boxed{I_s\le I_0=\frac{2P}{\omega}}
\qquad\left(I_0=\frac{2eP}{\hbar\omega}\ \text{in ordinary units}\right).
\label{bound}
\end{equation}
Equality requires that all the angular momentum enter the metal.

For the stated case $\hbar\omega/2e=20.678\ \mu$V, and
\begin{equation}
I_0=\frac{1.000\ \mu{\rm W}}{20.678\ \mu{\rm V}}=48.36\ {\rm mA}
\quad(7.301\ \text{atomic units}).
\end{equation}
The current is large because the voltage-like quantity dividing the power is small. At fixed absorbed power the limit varies as $1/\omega$: a lower frequency brings more quanta, and more angular momentum, per unit of energy.

\section{Counting quanta at finite temperature}

Each absorbed quantum has energy $\omega$ and brings one unit of angular momentum. The net rate is $P/\omega$, here $1.509\times10^{17}$ per second. Passing one unit to the metal amounts to exchanging a spin-down electron for a spin-up one, which changes $I_\uparrow-I_\downarrow$ by two charges per event. This is the factor 2 in Eq.~\eqref{bound}.

At 300 K the precession mode holds many thermal quanta. To see whether they change the count, treat the mode as an oscillator with lowering operator $a$, number $n=a^\dagger a$, loss rate $\kappa$ and thermal occupation $N$. In the frame of the drive, $H=\Delta a^\dagger a+F(a+a^\dagger)$, where $\Delta$ is the detuning and $F$ the drive strength. The bath removes quanta at the rate $\kappa(N+1)\langle n\rangle$ and adds them at $\kappa N(\langle n\rangle+1)$. The net loss is
\begin{equation}
\kappa(N+1)\langle n\rangle-\kappa N(\langle n\rangle+1)=\kappa(\langle n\rangle-N).
\end{equation}
The amplitude decays at $\kappa(N+1)/2-\kappa N/2=\kappa/2$, so its steady value obeys
\begin{equation}
0=-(\kappa/2+i\Delta)\langle a\rangle-iF,
\qquad \langle a\rangle=\frac{-iF}{\kappa/2+i\Delta}.
\end{equation}
Since $[a,n]=a$ and $[a^\dagger,n]=-a^\dagger$, the drive feeds in quanta at the rate
\begin{equation}
i\langle[H,n]\rangle=iF\langle a-a^\dagger\rangle=-2F\,{\rm Im}\langle a\rangle
=\frac{\kappa F^2}{\kappa^2/4+\Delta^2}.
\end{equation}
The occupation $N$ has dropped out. A numerical solution with $\kappa=1$, $F=0.4$ and $\Delta=0.2$ gave $0.551724$ for both $N=0$ and $N=0.5$. Thermal traffic runs both ways and cancels in the mean, provided that magnet and metal share one temperature.

\section{Damping as a flow of angular momentum}

To find the correction we must follow the outflow. Let $\mathbf m$ be the unit magnetization and $S=M_sV/\gamma$ the total spin, with $M_s$ the magnetization, $V$ the volume and $\gamma>0$ the gyromagnetic ratio. Electron spin points against its moment, so the magnet's angular momentum is $-S\mathbf m$. The Landau--Lifshitz--Gilbert equation is
\begin{equation}
\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B+\alpha\,\mathbf m\times\dot{\mathbf m},
\label{llg}
\end{equation}
where $\mathbf B$ is the full effective field and $\alpha$ the damping. Multiplication by $-S$ gives
\begin{equation}
\frac{d(-S\mathbf m)}{dt}=\mathbf M\times\mathbf B-\alpha S\,\mathbf m\times\dot{\mathbf m}.
\end{equation}
The vector $\alpha S\,\mathbf m\times\dot{\mathbf m}$ is thus the outflow of angular momentum.

For the energy loss, take $\mathbf m\times$ Eq.~\eqref{llg}. Because $\mathbf m\cdot\dot{\mathbf m}=0$ and $|\mathbf m|=1$,
\begin{equation}
\mathbf m\times\dot{\mathbf m}
=-\gamma[\mathbf m(\mathbf m\cdot\mathbf B)-\mathbf B]-\alpha\dot{\mathbf m}.
\end{equation}
The scalar product with $\dot{\mathbf m}$ is $0=\gamma\mathbf B\cdot\dot{\mathbf m}-\alpha|\dot{\mathbf m}|^2$. The motion lowers the magnetic energy at the rate $M_sV\,\mathbf B\cdot\dot{\mathbf m}$, and in a steady state the drive replaces this loss:
\begin{equation}
P=\alpha S\langle|\dot{\mathbf m}|^2\rangle .
\label{loss}
\end{equation}

For a circular cone, $\mathbf m=(\sin\theta\cos\omega t,\sin\theta\sin\omega t,\cos\theta)$. Then $|\dot{\mathbf m}|^2=\omega^2\sin^2\theta$ and $(\mathbf m\times\dot{\mathbf m})_z=\omega\sin^2\theta$, so
\begin{equation}
P=\alpha S\omega^2\sin^2\theta,\qquad J_{\rm total}=\alpha S\omega\sin^2\theta=\frac P\omega .
\label{cone}
\end{equation}
This agrees with the torque argument. Equation~\eqref{llg} was also integrated at 10 GHz for a film magnetized along its normal, with $\alpha=0.05$ and a rotating field of 3 mT. The cone opened to $8.30^\circ$, and $\omega J_{\rm total}/P$, with $P$ taken from the moving field and $J_{\rm total}$ from the damping torque, was $1.0000000$.

\section{How much the metal accepts}

\subsection{The interface}

Write $\boldsymbol\Omega=\mathbf m\times\dot{\mathbf m}$, the angular velocity with which $\mathbf m$ turns. First hold the magnet still and let the metal contain a spin accumulation $\boldsymbol\mu$, the difference of the two spin chemical potentials, transverse to $\mathbf m$. Each channel brings an excess of $\mu/2\pi$ electrons per unit time, each with spin $1/2$. If $g$ is the effective number of channels per area whose transverse spin is absorbed (the mixing conductance), the magnet takes up $g\boldsymbol\mu/4\pi$ per area.

Now let $\mathbf m$ turn slowly compared with electron motion. In the frame turning with it, the Hamiltonian gains $-\boldsymbol\Omega\cdot\mathbf s$, where $\mathbf s$ is the electron spin. Equilibrium in that frame looks in the laboratory like an accumulation $\boldsymbol\mu=\boldsymbol\Omega$, and at this value no spin flows. The flow into the metal per area is therefore
\begin{equation}
\mathbf j_J=\frac{g}{4\pi}(\boldsymbol\Omega-\boldsymbol\mu).
\label{interface}
\end{equation}
The imaginary part of the mixing conductance is neglected.

\subsection{Backflow}

Let the metal have resistivity $\rho$, spin diffusion length $\lambda$ and thickness $d_N$, and let $\zeta$ be the depth. Each spin species has half the conductivity, so in charge units $j=-(1/2\rho)\,d\mu/d\zeta$. If spin relaxes fast compared with $1/\omega$, then $\mu''=\mu/\lambda^2$. No spin leaves the far face, which selects
\begin{equation}
\mu=\mu_0\frac{\cosh[(d_N-\zeta)/\lambda]}{\cosh(d_N/\lambda)},\qquad
j(0)=\frac{\mu_0}{R},\qquad R=2\rho\lambda\coth\frac{d_N}{\lambda}.
\end{equation}
Twice Eq.~\eqref{interface} is the same current, so $j=(g/2\pi)(\Omega-Rj)$. Collecting $j$ gives $j=g_{\rm eff}\Omega/2\pi$ with
\begin{equation}
\frac1{g_{\rm eff}}=\frac1g+\frac R{2\pi}
=\frac1g+\frac{\rho\lambda}{\pi}\coth\frac{d_N}{\lambda}.
\end{equation}
Backflow lowers the pumping strength. It does not alter the limit \eqref{bound}, which concerns the net current.

\subsection{The first correction}

For area $A$ the net flow into the metal is $(g_{\rm eff}A/4\pi)\,\mathbf m\times\dot{\mathbf m}$. Comparison with $\alpha S\,\mathbf m\times\dot{\mathbf m}$ shows that pumping adds the damping
\begin{equation}
\alpha_{\rm sp}=\frac{g_{\rm eff}A}{4\pi S}=\frac{\gamma g_{\rm eff}}{4\pi M_sd_F},
\end{equation}
because $S=M_sAd_F/\gamma$ for a magnet of thickness $d_F$. The lattice takes its part through the bulk damping $\alpha_0$. With $\alpha=\alpha_0+\alpha_{\rm sp}$ and $r=\alpha_0/\alpha_{\rm sp}$,
\begin{equation}
I_s=\frac{2P}\omega\,\frac{\alpha_{\rm sp}}{\alpha_0+\alpha_{\rm sp}}
=\frac{2P}{\omega}\frac1{1+r}
=\frac{2P}\omega\left(1-r+\frac{r^2}{1+r}\right).
\label{share}
\end{equation}
The limit is the leading term for $r\to0$, and $-r$ is its first correction. Relative to the full model value, the leading term is too high by the fraction $r$. The corrected one is too low by $r^2$, since $(1-r)(1+r)=1-r^2$.

At fixed material parameters $r$ is proportional to $d_F$: the lattice acts throughout the volume and the metal through one face. The expansion is thus one for a thin magnet.

In the opposite limit set $y=1/r$. Then
\begin{equation}
\frac{I_s}{I_0}=\frac y{1+y}=y-y^2+\frac{y^3}{1+y},
\end{equation}
and a thick magnet delivers a current that falls as $1/d_F$ at fixed absorbed power.

\section{A film on osmium}

Take a soft ferromagnetic film of area $1\ {\rm mm}^2$ and thickness 10 nm, with $\mu_0M_s=1.005$ T and $\alpha_0=0.0060$, on 10 nm of osmium at 300 K. A field of 1.363 T along the normal magnetizes the film and makes the precession circular. Osmium serves as the spin sink because it is a heavy metal with strong spin--orbit coupling. Its assumed values are $\rho=20\ \mu\Omega\,$cm, $\lambda=2$ nm and $g=30\ {\rm nm}^{-2}$.

The diffusion formula gives $g_{\rm eff}=15.55\ {\rm nm}^{-2}$, so in the diffusion model backflow cancels nearly half of the pumping. Solving the diffusion problem on 600 cells gave $g_{\rm eff}/g=0.51818$, against $0.51817$ from the formula. This agreement tests the solution, not the model, whose joining of diffusion to the interface with the bare $g$ requires a mean free path well below $\lambda$. With the assumed $\rho$, and $g$ taken as the number of channels per spin, a free-electron estimate gives a path of about 1.6 nm, close to $\lambda=2$ nm. A kinetic model with that path, with $\lambda$ taken as the decay length far from the interface, isotropic scattering and a fully transparent interface gives $g_{\rm eff}/g\approx0.73$, which would raise the current found below from 15.6 to about 19 mA. Most of this shift comes from the interface term rather than from diffusion itself. For a transparent interface the term $1/g$ must be corrected for the contact (Sharvin) resistance, and replacing it by $1/(2g)$ in the diffusion formula already gives $g_{\rm eff}/g\approx0.70$ and 19 mA. The digits that follow therefore illustrate the diffusion model and are not accurate predictions for such a film. The pumping damping is $\alpha_{\rm sp}=0.00287$, and
\begin{equation}
\frac{I_s}{I_0}=\frac{\alpha_{\rm sp}}{\alpha_0+\alpha_{\rm sp}}=0.323,
\qquad I_s=15.6\ {\rm mA}.
\end{equation}

Here $r=0.0060/0.00287=2.09$, so the thin-magnet expansion cannot be used: $1-r$ is negative. The thick-magnet series has $y=0.478$. Its first term is 48\% above the full value, and its first two terms give 0.250, which is 23\% below. The film lies between the limits and needs the full fraction.

If the magnet were 1 nm thick, with $M_s$, $\alpha_0$, $g_{\rm eff}$, $P$ and $f$ held fixed, $r$ would be 0.209. The corrected estimate $1-r=0.791$ would then lie 4\% below the full value 0.827, which corresponds to 40 mA. Real films this thin may not keep the same magnetization and damping.

The cone angle from Eq.~\eqref{cone} is only $0.0454^\circ$. The mode holds $1.354\times10^8$ driven quanta, against about 625 thermal ones. For a small cone the number of driven quanta is $S\theta^2/2$, so Eq.~\eqref{cone} makes the loss rate per quantum $2\alpha\omega$. Numerically this is $2(0.00887)(2\pi\times10^{10}\ {\rm s}^{-1})=1.11\times10^9\ {\rm s}^{-1}$. Multiplied by the driven number, it returns the supply rate of $1.51\times10^{17}\ {\rm s}^{-1}$.

The limit applies to the direct current. The component of $\mathbf m\times\dot{\mathbf m}$ perpendicular to $z$ rotates with magnitude $\omega\sin\theta\cos\theta$, larger than the direct one by $\cot\theta$. In this model the alternating spin current has an amplitude of 19.7 A. Its mean is zero, so it does not enter the steady balance along $z$.

\section{When the precession is not circular}

For a small ellipse, $m_x=a\cos\omega t$ and $m_y=b\sin\omega t$. Then $(\mathbf m\times\dot{\mathbf m})_z=ab\omega$ and $\langle|\dot{\mathbf m}|^2\rangle=\omega^2(a^2+b^2)/2$. With Eq.~\eqref{loss},
\begin{equation}
\frac{\omega J_{\rm total}}P=\frac{2ab}{a^2+b^2}
=1-\frac{(a-b)^2}{a^2+b^2}\le1 .
\label{ellipse}
\end{equation}
If $a/b=1-\delta$, the first correction is $-\delta^2/2$. There is no term linear in $\delta$, so a slight ellipticity costs little. Combined with Eq.~\eqref{share}, near the ideal limit $I_s/I_0\approx1-r-\delta^2/2$.

An in-plane magnetized film is far from circular. Let $x$ be its normal, $B$ the static field along $z$, and $B_M=\mu_0M_s$ in ordinary units. The demagnetizing field is $-B_Mm_x$ along $x$. To first order, without damping or drive,
\begin{equation}
\dot m_x=-\gamma Bm_y,\qquad \dot m_y=\gamma(B+B_M)m_x .
\end{equation}
Inserting the ellipse gives $a\omega=\gamma Bb$ and $b\omega=\gamma(B+B_M)a$. The product and the quotient of these relations are
\begin{equation}
\omega^2=\gamma^2B(B+B_M),\qquad q\equiv\frac ab=\sqrt{\frac B{B+B_M}} .
\end{equation}
At 10 GHz the same film needs $B=0.114$ T, and $q=0.319$. Equation~\eqref{ellipse} gives the factor $0.579$ and lowers the limit from 48.4 to 28.0 mA at the same $P$ and $f$. Integration of Eq.~\eqref{llg} with $\alpha=0.01$ and a linear drive of 0.1 mT along $y$ also gave $0.5793$.

For this strong ellipticity the useful expansion is in small $q$: $2q/(1+q^2)\approx2q(1-q^2)$. The first term is 0.638 and the corrected value 0.573, about 1\% below the full factor. The static shape-anisotropy torque about $z$ no longer averages to zero, and it closes the balance. A drive that rotates about $z$ still supplies $P/\omega$, and the shape torque takes up the part that does not flow out. A linear drive $h\sin\omega t$ along $y$ behaves differently. Take it at resonance, where $m_x$ and $m_y$ share one phase and $a/b=q$. With $m_x=a\cos(\omega t+\varphi)$ and $m_y=b\sin(\omega t+\varphi)$, its mean power is $P=-\tfrac12M_sV\omega hb\sin\varphi$, and its mean torque about $z$ is $-\tfrac12M_sVha\sin\varphi=qP/\omega$. This is less than the outflow $2qP/[\omega(1+q^2)]$, and the shape torque supplies the rest.

\section{The estimate beside a real device}

The magnet's values are round numbers in the regime of soft metallic films. Those for osmium are rough values typical of heavy-metal films, not measurements on this bilayer. In this example the assumption that fails most strongly is that the metal takes everything. Bulk damping, with backflow weakening the pumping, lowers 48 mA to about 16 mA in the diffusion estimate. Magnetizing the film in plane, with the same damping and power, lowers it further to $0.579\times15.6\approx9$ mA. Spin lost at the interface itself is not included and would reduce the supply to the metal.

Conversion into charge sets a separate condition. In an isotropic metal the ordinary inverse spin Hall current is proportional to (flow direction) $\times$ (spin polarization). For the normally magnetized film both directions lie along the normal, so the direct signal vanishes. In-plane magnetization allows a direct signal but lowers the limit on the spin supply. The 48 mA is therefore a ceiling on the spin supplied, not a predicted charge current. The ceiling holds when the magnetization precesses at the drive frequency. It can be exceeded when one absorbed quantum feeds two precession quanta of half the frequency. In Eq.~\eqref{llg}, an in-plane film with $B_M=0.175$ T, pumped by a 10 GHz field along $z$ into precession at 5 GHz, has a total outflow of about $1.8P/\omega$, with $\omega$ the drive frequency, and the shape torque supplies the angular momentum. The numerical output follows these notes; it does not include the kinetic, contact-corrected or half-frequency estimates.

\section*{Computed results}
\begin{verbatim}
MAIN ESTIMATE
absorbed power                      1.000 microwatt
frequency                           10.000 GHz
energy of one quantum               41.357 microeV
net quanta per second               1.5092e+17 1/s
equivalent voltage hbar*omega/(2e)  20.678 microvolt
bound on direct spin current        48.36 mA
same bound in atomic units          7.301 a.u.
with one e per hbar instead         24.18 mA
TESTS
circle: omega*J/P simulated         1.0000000
circle: cone angle in simulation    8.30 degrees
ellipse: omega*J/P simulated        0.5793
ellipse: omega*J/P formula          0.5793
oscillator net rate, occupation 0   0.551724 (damping rate = 1)
oscillator net rate, occupation 0.5 0.551724 (damping rate = 1)
backflow factor, discretized        0.51818
backflow factor, formula            0.51817
EXAMPLE INPUTS (round or rough)
film area                           1.00 mm^2
magnet thickness                    10.0 nm
magnetization times mu_0            1.005 T
bulk damping alpha_0                0.0060
osmium thickness                    10.0 nm
osmium film resistivity             20.0 microohm cm
osmium spin diffusion length        2.0 nm
mixing conductance g                30.0 1/nm^2
temperature                         300 K
EXAMPLE RESULTS
applied field, normal to film       1.363 T
effective conductance g_eff         15.55 1/nm^2
pumping damping alpha_sp            0.00287
share of angular momentum to metal  0.323
direct spin current to metal        15.64 mA
cone angle                          0.0454 degrees
alternating spin current amplitude  19.74 A
in-plane film: applied field        0.1140 T
in-plane film: ellipse axis ratio   0.319
in-plane film: reduced limit        28.01 mA
driven quanta in the magnet         1.354e+08
thermal quanta in the same mode     624.6
\end{verbatim}
